Exchange and cubic splitting of the zincblende band-edge exciton

**Result**

At the direct band edge of a zincblende crystal whose top valence band is Γ8, an electron with spin S = 1/2 (conduction band Γ6) and a hole with angular momentum J = 3/2 (valence band Γ8) form 2 × 4 = 8 pair states. At zero pair momentum, and without the long-range exchange defined below, their Hamiltonian is

H = E0 − a S·J + c K

K = Σ_i S_i [J_i³ − (41/20) J_i],  i = x, y, z

Angular momenta are in units of ħ, and x, y, z are the cubic axes. The levels are

E(Γ5) = E0 + 5a/4  (three states, bright)
E(Γ3) = E0 − 3a/4 + 9c/10  (two states, dark)
E(Γ4) = E0 − 3a/4 − 3c/5  (three states, dark)

For c = 0 this is a bright triplet and a dark quintet, 2a apart. The cubic term splits the quintet and leaves the triplet whole. Short-range electron-hole exchange gives a = Δ/3 > 0 for an s-like electron and a p-like hole, where Δ is the exchange energy of a spin-singlet pair; this holds to first order in the exchange, for Δ small compared with the spin-orbit splitting of the valence band and for an envelope that the exchange does not deform. The triplet is then on top.

J belongs to the hole. A filled shell has zero angular momentum, so removing an electron with projection m leaves −m. Written with the angular momentum of the missing electron, the terms in a and in c would both have the opposite sign, since S·J and K are both odd in J.

**First derivation: symmetry and angular momentum**

Assume that the eight states are separated from all others and that the envelope of the pair is s-like, so that it adds no angular momentum. Let F = S + J, with F = 1 or 2.

*How many constants are allowed.* Under the rotations of a cube, the F = 1 states transform like (x, y, z). The F = 2 states transform like the five quadratic functions, which separate into a doublet (2z² − x² − y², x² − y²) and a triplet (yz, zx, xy). The two triplets are inequivalent: a 90° rotation about z has trace +1 on (x, y, z) and −1 on (yz, zx, xy). Each irreducible set therefore occurs once. By Schur's lemma, H is a constant on each set and couples none of them, which leaves three constants.

The group Td of zincblende contains improper operations instead of the 90° rotations. Each is a 90° or 180° rotation combined with inversion. On a pair made of an s-like electron and a p-like hole, the inversion supplies only a common sign −1. This sign cancels in the condition that H commute with the operation, so the count stands. It does fix the labels. For the 90° operation the traces become −1 for F = 1, 0 for the doublet and +1 for the other triplet. The value −1 is that of a vector in Td, so F = 1 is Γ5, the doublet is Γ3 and the remaining triplet is Γ4. The electric dipole operator is a vector and the crystal ground state is invariant, so light creates Γ5 pairs but not Γ3 or Γ4 pairs.

*Isotropic term.* From F² = S² + J² + 2 S·J,

S·J = [F(F+1) − 3/4 − 15/4]/2 = [F(F+1) − 9/2]/2

This is (2 − 9/2)/2 = −5/4 for F = 1 and (6 − 9/2)/2 = 3/4 for F = 2. The term −a S·J therefore puts the triplet above the quintet by 5a/4 + 3a/4 = 2a. Symmetry alone does not give the sign of a.

*Cubic term.* The operator J_z³ contains a part proportional to J_z, which would only repeat the isotropic term. To remove it, use the traces over the four hole states:

Tr J_z² = 2(9/4 + 1/4) = 5
Tr J_z⁴ = 2(81/16 + 1/16) = 41/4

The part of J_z³ along J_z has the coefficient (41/4)/5 = 41/20. The remainder is

C_z = J_z³ − (41/20) J_z

with eigenvalues 27/8 − 123/40 = 3/10 at m = 3/2 and 1/8 − 41/40 = −9/10 at m = 1/2, and opposite signs at −m. A diagonal operator that is odd in m contains tensors of rank 1 and 3 only. The rank-1 part has been removed, so C_z has rank 3, and so have C_x and C_y.

K = Σ_i S_i C_i combines rank 1 with rank 3, which gives total rank 2, 3 or 4. It is also invariant under cubic rotations. Rank 2 has no cubic invariant, because it separates into the doublet and triplet above. Rank 3 has none either: its seven functions are xyz, which changes sign under a 90° rotation, and two triplets. K is therefore purely of rank 4, and three facts follow:

- Its matrix elements between F and F′ need F + F′ ≥ 4, so K vanishes on F = 1 and does not mix F = 1 with F = 2.
- It is traceless on F = 2. With k3 and k4 its values on Γ3 and Γ4, 2k3 + 3k4 = 0.
- One diagonal element then fixes both values.

Take the state F = 2, M = 2, which is an up electron with an m = 3/2 hole. S_x and S_y flip the electron spin and have no expectation value here, so

⟨K⟩ = (1/2)(3/10) = 3/20

The states M = 2 and M = −2 combine into one function like x² − y², in Γ3, and one like xy, in Γ4. The state M = 2 contains each with weight 1/2, and K does not connect them. Hence

(k3 + k4)/2 = 3/20

Inserting k3 = −3k4/2 gives −k4/4 = 3/20, so

k4 = −3/5,  k3 = 9/10

The operators 1, S·J and K are independent and there are three allowed constants, so H is the most general Hamiltonian of these eight states. Adding the pieces gives the stated levels.

Two consequences matter in use. First, if the cubic term is written as b Σ_i S_i J_i³ without the subtraction, it equals bK + (41/20) b S·J. It then also changes the distance from the dark mean to the bright level, by (41/20)b(−5/4 − 3/4) = −4.1b. Second, the level differences are

E(Γ5) − E(Γ3) = 2a − 9c/10
E(Γ5) − E(Γ4) = 2a + 3c/5

The bright triplet is highest only while both are positive.

**Second derivation: counting spin singlets**

This derivation starts from the Coulomb interaction and finds the levels without using S·J or K as an ansatz.

*The exchange operator.* Let c_σ annihilate an electron in the conduction orbital and v_μσ one in the valence orbital μ, with real orbitals. Among the Coulomb terms, those that let a pair disappear at one point and reappear at another contain

X = ∬ ρ(r) v(r − r′) ρ(r′) dr dr′

where ρ is the product of the conduction and valence functions, called the transition density. For the three p-like orbitals cubic symmetry makes X the same and forbids cross terms. The Coulomb operator has a prefactor 1/2 and two equal terms of this kind, so

H_x = X Σ_μσσ′ c†_σ v†_μσ′ c_σ′ v_μσ

Exchange the last two operators, with a minus sign, and then use v†_μσ′ v_μσ = δ_σσ′ − v_μσ v†_μσ′:

H_x = −X Σ_μσσ′ c†_σ v†_μσ′ v_μσ c_σ′
= X Σ_μ B†_μ B_μ − 3X Σ_σ c†_σ c_σ

B†_μ = Σ_σ c†_σ v_μσ

The last term of H_x is a one-electron energy and belongs to the conduction band energy. The first acts between electron and hole.

B†_μ is unchanged by spin rotations, so acting on the filled valence shell |0⟩ it creates a spin singlet. Since B_μ B†_μ|0⟩ = Σ_σ v†_μσ v_μσ|0⟩ = 2|0⟩,

X B†_μ B_μ (B†_μ|0⟩) = 2X (B†_μ|0⟩)

A spin-triplet pair is orthogonal to B†_μ|0⟩ and is annihilated by B_μ. Exchange thus raises singlets by Δ = 2X and leaves triplets alone. With the hole spin s_h this reads

H_x = Δ (1/4 − s_e·s_h)

because s_e·s_h is −3/4 in the singlet and 1/4 in the triplet.

*The sign and size of Δ.* Take cell functions u_c and u_μ that do not vary with wave vector over the extent of the exciton, normalized so that |u|² has cell average 1. In a crystal of volume V the pair amplitudes A_k then add up to the transition density

ρ(r) = (1/V) Σ_k A_k u_c(r) u_μ(r) = [φ(0)/√V] u_c(r) u_μ(r)

where φ(0) = V^(−1/2) Σ_k A_k is the envelope at zero electron-hole distance. With ρ_G the Fourier coefficients of u_c u_μ and v(G) = (e²/4πε0) 4π/G², the Coulomb energy is

X = |φ(0)|² Σ_{G≠0} v(G) |ρ_G|²

No term is negative, so Δ > 0. The interaction is the bare one, as in the exchange kernel of the Bethe-Salpeter equation. There the bare kernel acts in the space of all pairs. Δ = 2X is its first-order value in the lowest pair states; coupling to higher pair states lowers the singlet, so the actual singlet-triplet splitting is smaller than 2X. At zero pair momentum ρ_G vanishes for G = 0, since the two bands are orthogonal. At small pair momentum Q the wave-vector dependence of the cell functions, neglected above, makes this coefficient proportional to a component of Q for the dipole-allowed p-like orbitals, while v grows as 1/Q². The product of v and the squared coefficient stays finite and depends on the direction of Q. This is the long-range exchange left out here. On the p-like singlets it has the form Q_μQ_ν/Q², so it raises one of the three bright states, the longitudinal one, by an amount independent of the direction of Q, and leaves the two transverse bright states and the dark states at the levels given. Its size is set by the dipole matrix element, not by Δ.

*Purely p-like hole.* The orbital momentum L = 1 and the hole spin form J = 3/2. Within these states s_h is proportional to J, with the factor

⟨s_h·J⟩/[J(J+1)] = (1/2)(15/4 + 3/4 − 2)/(15/4) = (5/4)/(15/4) = 1/3

Hence H_x = Δ(1/4 − S·J/3), which is the first form of H with a = Δ/3, E0 = Δ/4 and c = 0. The triplet lies at Δ(1/4 + 5/12) = 2Δ/3 and the quintet at Δ(1/4 − 1/4) = 0. The zero has a simple origin: L = 1 with total spin 0 gives F = 1 only, so F = 2 contains no singlet. The bright triplet is 2/3 singlet.

The other 1/3 of the singlet lies in the F = 1 triplet of the split-off hole, J = 1/2, higher by Δ_so. Exchange couples the two triplets with strength Δ√(2/3 · 1/3) = √2 Δ/3. For Δ ≪ Δ_so, second-order perturbation theory lowers the bright level by 2Δ²/(9Δ_so), if only the split-off pair with the same envelope is kept. When Δ_so exceeds the exciton binding energy, split-off pairs with all other envelopes contribute as well, and the lowering is much larger.

*A source of the cubic term.* In zincblende the Γ8 hole need not be purely p-like, and because the crystal has no inversion centre, functions even under inversion can mix in. Let there be two further orbitals of type E, which transform like the quadratic doublet, at a hole energy D above the band edge. Spin-orbit coupling connects them to the p-like functions t_i. Model it by

−g Σ_i M_i s_i,  M_i = 2i |t_i⟩⟨u_i| + h.c.

The factor 2i contains the imaginary unit, s_i is the hole spin, and u_i is the normalized E function like y² − z² for i = x, and cyclically. To find the strength, let A = Σ_i 2i |t_i⟩⟨u_i| s_i. Since the t_i are orthonormal and s_i² = 1/4,

A†A = Σ_i |u_i⟩⟨u_i| = 3/2

on the E orbitals, because the u_i are three unit vectors at 120° in a plane. The E orbitals with spin form one Γ8 quartet. It couples to the p-like J = 3/2 quartet with strength g√(3/2) and not to the split-off states, which have another symmetry. The two-level problem with separation D gives the weight of E orbitals in the lower hole state

β² = (1/2)[1 − D/√(D² + 6g²)]

and lowers that state by δ = [√(D² + 6g²) − D]/2.

Now count singlets in the admixed part. An E orbital with a spin singlet gives two states, Γ3. An E orbital with a spin triplet gives six, Γ4 + Γ5. The eight pair states of the E quartet contain each symmetry once, so their Γ3 states are pure singlets and their Γ4 and Γ5 states pure triplets. Let Δ_E be the exchange energy of an E-type singlet. To first order in exchange,

E(Γ3) = β² Δ_E
E(Γ4) = 0
E(Γ5) = (2/3)(1 − β²) Δ

measured from the pair energy without exchange. These are the three levels of the first derivation. Comparing the differences, with E(Γ3) − E(Γ4) = 3c/2 and the dark mean equal to (2/5)E(Γ3),

c = (2/3) β² Δ_E
a = (1/3)(1 − β²) Δ − (1/5) β² Δ_E

For g ≪ D, β² ≈ 3g²/(2D²) and c ≈ g²Δ_E/D². The splitting of the quintet needs both the spin-orbit admixture and the exchange energy of the admixed orbital. In the numerical check it disappears when either is set to zero.

**Numbers for a model cell**

Take a cubic model cell of side ℓ = 0.5 nm, with u_c = 1 and u_x = √2 sin(2πx/ℓ), and likewise for y and z. For the E functions take normalized combinations of √2 cos(2πx_i/ℓ). Each transition density has all its weight at |G| = 2π/ℓ, and its |ρ_G|² sum to 1. The cell sum of 4π/G² is then

ℓ²/π = 0.0796 nm²

for both types, so Δ_E = Δ. A 1s envelope of radius 5 nm has

|φ(0)|² = 1/(π · 125 nm³) = 0.002546 nm⁻³

and with e²/4πε0 = 1440 meV nm,

X = 1440 × 0.002546 × 0.0796 meV ≈ 292 µeV
Δ = 2X ≈ 584 µeV
2Δ/3 ≈ 389 µeV

These cell functions serve only to fix the exchange integrals. Between them the spin-orbit element g of a periodic potential vanishes, so g is chosen as an independent parameter, as are Δ_so and D. Let Δ_so = 300 meV, D = 3000 meV and g = 100 meV. Then β² = 0.00166 and δ = 5.0 meV. More digits are kept below so that the small terms remain visible; they are properties of the model with one fixed envelope. If a hydrogenic envelope of this radius may relax under an exchange spread over one cell (dielectric constant 7 to 13), the bright level falls by 15 to 25 %, to about 290–330 µeV, of which 14–20 µeV comes from split-off pairs, while it stays at 0.68–0.69 of the singlet energy. The admixture reduces the bright level to 0.99834 × 389.06 = 388.42 µeV. Mixing with the split-off triplet, now at Δ_so + δ, takes off another 0.25 µeV:

E(Γ5) = 388.17 µeV
E(Γ3) = 0.001658 × 583.6 = 0.97 µeV
E(Γ4) = 0

The bright triplet lies 388.17 − 0.4 × 0.97 = 387.78 µeV (0.388 meV) above the dark mean, and the quintet is split by 0.97 µeV (0.00097 meV). The constants are a = 387.78/2 = 193.9 µeV and c = (2/3) × 0.968 = 0.645 µeV. The first-order formula for a gives 194.0 µeV; half the split-off correction, 0.12 µeV, makes up the difference. Diagonalizing the full model of five orbitals and two spins, without the effective Hamiltonian, gives the same levels to 0.001 µeV.

In that diagonalization each bright state has p-like singlet weight 0.6647, and the dark states have none. The first-order value (2/3)(1 − β²) is 0.6656. The difference comes from the split-off triplet. Its admixed amplitude, −(√2/3)Δ/Δ_so, changes the singlet weight by −(4/9)Δ/Δ_so ≈ −0.0009.

**What each derivation assumes**

The first derivation needs eight isolated states with the symmetry Γ6 × Γ8, and Td symmetry of the whole problem. It does not ask which interaction acts. Its level pattern therefore survives mixing with remote bands, which changes only E0, a and c. In return it predicts neither the size nor the sign of a and c. Strain other than hydrostatic, or a pair momentum large enough to matter, lowers the symmetry and admits further terms.

The second derivation assumes more: a common s-like envelope, cell functions independent of wave vector, exchange small compared with Δ_so and D, no coupling by exchange to pair states with other envelopes or bands, and a particular spin-orbit admixture. It gives in return a positive a when (3/5)β²Δ_E < (1 − β²)Δ, the value 2Δ/3 for the bright level in the s-p limit, and a positive c from this one source. Any other interaction allowed by symmetry may add to c, and the first derivation does not restrict its sign. The order of Γ3 and Γ4 found here is thus a result of the model, whereas the division into three, two and three states follows from symmetry.

Values computed for the example and the checks

```
EFFECTIVE HAMILTONIAN (dimensionless)
independent cubic invariants: 3
S.J for F=1: -1.2500
S.J for F=2: 0.7500
K on Gamma4: -0.6000
K on Gamma3: 0.9000
sum S_i J_i^3, bright minus dark mean: -4.1000
MODEL INPUTS
cell length: 0.5 nm
exciton radius: 5.0 nm
split-off energy: 300 meV
E-orbital gap D: 3000 meV
spin-orbit mixing g: 100 meV
EXCHANGE INTEGRAL
e^2/(4 pi eps0): 1439.965 meV nm
contact density |phi(0)|^2: 0.002546 nm^-3
cell sum, formula: 0.079577 nm^2
cell sum, Poisson grid: 0.079582 nm^2
exchange integral X: 291.798 micro-eV
singlet exchange Delta: 583.596 micro-eV
bright level 2 Delta/3, s-p limit: 389.064 micro-eV
LEVELS (zero: pair energy without exchange)
E-orbital weight beta^2: 0.001658
hole level shift by g: 4.992 meV
split-off correction: -0.248 micro-eV
Gamma5, formula: 388.171 micro-eV
Gamma5, 20-state model: 388.171 micro-eV
Gamma3, formula: 0.968 micro-eV
Gamma3, 20-state model: 0.968 micro-eV
Gamma4, 20-state model: 0.000 micro-eV
isotropic constant a: 193.892 micro-eV
cubic constant c: 0.645 micro-eV
MAIN RESULTS
bright minus dark mean: 387.784 micro-eV
bright minus dark mean: 0.387784 meV
Gamma3 minus Gamma4: 0.968 micro-eV
Gamma3 minus Gamma4: 0.000968 meV
singlet T2 weight per bright state: 0.66471
singlet T2 weight, Gamma3: 0.00000
singlet T2 weight, Gamma4: 0.00000
```
